# The Orbital Transformation Method and Its Analytic Gradient, part 1

(Sections cited here and not found follow in the second part.)

## First half: the transformation and the subspaces it reaches

A set of \(m\) real orbitals is expanded in \(n\) real, nonorthogonal basis functions. The coefficients form an \(n\times m\) matrix \(c\), one orbital per column. The overlap matrix \(S\) of the basis is symmetric and positive definite, and the orbitals are orthonormal when

\[
c^TSc=1 .
\]

The unit matrix on the right is \(m\times m\). Throughout, 1 stands for the unit matrix of whatever size the equation requires. An energy \(E(c)\) is to be minimized over such \(c\) without diagonalizing an \(n\times n\) matrix at every step. The difficulty is the constraint, which is quadratic in \(c\): the sum of two orthonormal sets is in general not orthonormal, so an ordinary step along a gradient leaves the permitted set.

Choose a fixed reference \(c_0\) with \(c_0^TSc_0=1\). The aim is to replace \(c\) by a variable \(x\), also \(n\times m\), which obeys only the linear constraint

\[
x^TSc_0=0 .
\]

Sums and multiples of matrices that satisfy this condition satisfy it again. Such matrices are called admissible below. Hartree atomic units are used, and angles are in radians.

### (a) From a rotation to a closed formula

*Consider the \(n\times n\) matrix*

\[
A=x\,c_0^TS-c_0\,x^TS .
\]

*Show that \(\exp(A)\) preserves overlaps. Then evaluate \(c(x)=\exp(A)c_0\) using functions of \(m\times m\) matrices alone, and check directly that the result is orthonormal. What happens to the closed formula if \(x\) violates the linear constraint?*

**Solution.** Multiplication by \(S\) gives \(SA=Sxc_0^TS-Sc_0x^TS\). The second term is minus the transpose of the first, so \(SA\) is antisymmetric, which means \(A^TS=-SA\). Let \(Q(\tau)=\exp(\tau A)\). Then

\[
\frac{d}{d\tau}\,Q^TSQ=Q^T(A^TS+SA)Q=0 ,
\]

and since \(Q(0)=1\), we have \(Q^TSQ=S\) for every \(\tau\). The exponential is a rotation in the geometry defined by \(S\).

To sum the series, let \(A\) act on \(c_0\) and on \(x\). The normalization of \(c_0\) and the constraint give

\[
Ac_0=x(c_0^TSc_0)-c_0(x^TSc_0)=x ,
\]
\[
Ax=x(c_0^TSx)-c_0(x^TSx)=-c_0W,\qquad W=x^TSx .
\]

Here \(c_0^TSx=(x^TSc_0)^T=0\). Applying \(A\) repeatedly therefore never leads outside the columns of \(c_0\) and \(x\):

\[
A^{2k}c_0=(-1)^kc_0W^k,\qquad A^{2k+1}c_0=(-1)^kxW^k .
\]

Separating the even and odd powers in the exponential series gives

\[
\exp(A)c_0=c_0\sum_{k=0}^{\infty}\frac{(-1)^kW^k}{(2k)!}
+x\sum_{k=0}^{\infty}\frac{(-1)^kW^k}{(2k+1)!} .
\]

The matrix \(W\) is symmetric and has no negative eigenvalues. Let \(U=W^{1/2}\) be its nonnegative square root. The two sums are \(\cos U\) and \(U^{-1}\sin U\), so

\[
\boxed{\,c(x)=c_0\cos U+x\,U^{-1}\sin U,\qquad U^2=x^TSx\, } .
\]

The second function will also be written \(\operatorname{sinc}U\), with \(\operatorname{sinc}z=\sin z/z\) and \(\operatorname{sinc}0=1\). It is defined by its power series in \(W\), so no inverse is needed when \(U\) is singular.

For the direct check, note that \(\cos U\), \(\operatorname{sinc}U\) and \(W\) are functions of one matrix and commute. Hence

\[
\begin{aligned}
c^TSc={}&\cos U\,(c_0^TSc_0)\cos U+\operatorname{sinc}U\;W\operatorname{sinc}U\\
&+\cos U\,(c_0^TSx)\operatorname{sinc}U
+\operatorname{sinc}U\,(x^TSc_0)\cos U .
\end{aligned}
\]

The second line vanishes by the constraint. The first is \(\cos^2U+\sin^2U=1\).

For a single orbital, \(x=uq\) with \(q^TSq=1\), and the formula becomes \(c=c_0\cos u+q\sin u\). The orbital turns from \(c_0\) towards \(q\) through the angle \(u\). For several orbitals, the eigenvectors of \(U\) identify combinations that turn independently, and its eigenvalues are their angles.

Suppose now that \(x\) is replaced by \(x'=x+\eta c_0\) in the closed formula. Then \(c_0^TSx'=\eta\,1\), and the cross terms leave

\[
c^TSc-1=2\eta\cos U'\operatorname{sinc}U',\qquad U'^2=W+\eta^2 .
\]

The error is of first order in \(\eta\). In a numerical example with \(\eta=0.1\), its largest matrix element is 0.117. The exponential itself would still preserve overlaps, but it would no longer equal the closed formula, because the derivation of that formula used the constraint.

### (b) Which occupied subspaces can be reached?

*Suppose that \(E\) does not change when the occupied orbitals are mixed by an orthogonal \(m\times m\) matrix. Show that every \(m\)-dimensional subspace is then available through some admissible \(x\). Show also that \(x\) is unique if all eigenvalues of \(U\) are required to be below \(\pi/2\), and find it from a given \(c\).*

**Solution.** The assumption holds, for example, in closed-shell Hartree–Fock theory, where all \(m\) orbitals are equally occupied and the energy depends on \(c\) through \(cc^T\). If \(c\) is replaced by \(cO\) with \(OO^T=1\), this product is unchanged. What matters is the space spanned by the columns.

Take any orthonormal target \(c\), and write the singular value decomposition of its overlap with the reference as

\[
c_0^TSc=L\cos\Theta\,N^T .
\]

Here \(L\) and \(N\) are orthogonal, and \(\Theta\) is diagonal with entries \(0\le\theta_k\le\pi/2\). The singular values cannot exceed 1, because they are overlaps of normalized vectors. Let \(a=c_0L\) and \(b=cN\). These sets span the same spaces as \(c_0\) and \(c\), and \(a^TSb=\cos\Theta\). The part of \(b\) outside the reference space is

\[
r=b-a\cos\Theta,\qquad a^TSr=\cos\Theta-\cos\Theta=0 .
\]

Its overlap matrix follows by expansion:

\[
r^TSr=1-\cos^2\Theta-\cos^2\Theta+\cos^2\Theta=\sin^2\Theta .
\]

For each \(\theta_k>0\), the vector \(q_k=r_k/\sin\theta_k\) is therefore normalized, and different \(q_k\) are orthogonal. For \(\theta_k=0\), set \(q_k=0\). Then \(b=a\cos\Theta+q\sin\Theta\). Now choose

\[
x=q\,\Theta L^T .
\]

It is admissible, and \(x^TSx=L\Theta^2L^T\), so \(U=L\Theta L^T\). Insertion gives

\[
c(x)L=c_0L\cos\Theta+q\sin\Theta=b=cN .
\]

Thus \(c(x)=cNL^T\), which spans the target space. The \(\theta_k\) are the principal angles between the reference and target spaces. Minimization over admissible \(x\) therefore omits no occupied subspace.

For uniqueness, let all eigenvalues of \(U\) be below \(\pi/2\). Then \(\cos U\) is invertible, and multiplying \(c(x)\) by its inverse changes the columns but not their span:

\[
c(x)(\cos U)^{-1}=c_0+y,\qquad y=xU^{-1}\tan U .
\]

The matrix \(y\) is fixed by the subspace. If \(c\) is any basis of it, the requirement \(c_0^TSy=0\) gives

\[
y=c\,(c_0^TSc)^{-1}-c_0 ,
\]

and replacing \(c\) by \(cB\), with \(B\) invertible, leaves this expression unchanged. To recover \(x\), form \(V^2=y^TSy\) with \(V\ge0\). Since \(x^TSx=U^2\),

\[
V^2=(U^{-1}\tan U)U^2(U^{-1}\tan U)=\tan^2U .
\]

Both \(V\) and \(\tan U\) are nonnegative in the stated range, so \(V=\tan U\) and \(U=\arctan V\). Solving the definition of \(y\) for \(x\) yields

\[
x=y\,V^{-1}\arctan V .
\]

The scalar functions \(\tan\sqrt w/\sqrt w\) and \(\arctan\sqrt v/\sqrt v\) are smooth in \(w\) and \(v\) over the ranges needed, including zero. The correspondence between \(x\) and the subspace is therefore one-to-one and smooth in both directions. It covers every subspace for which \(c_0^TSc\) is invertible.

The number of independent variables is \(nm-m^2=m(n-m)\), because the linear constraint consists of \(m^2\) independent equations. General orthonormal sets have \(m(m-1)/2\) further variables, which mix orbitals within a fixed space. If these mixings change the energy, as they can with unequal occupations, \(x\) alone does not suffice for the minimization. Unequal occupations therefore require additional variables.

### (c) What is lost at a right angle?

*Let two eigenvalues of \(U\) equal \(\pi/2\). Find a change of \(x\) that leaves the occupied space unchanged, and explain why this matters for the minimization.*

**Solution.** Diagonalize \(U=R\,\mathrm{diag}(u)R^T\), with \(u_i=u_j=\pi/2\). Let \(O\) be an orthogonal matrix that rotates only the coordinates \(i\) and \(j\), and define

\[
\tilde x=xR\,O\,R^T .
\]

This is admissible. Moreover, \(O\) commutes with \(\mathrm{diag}(u)\), because the two rotated entries are equal. Hence \(\tilde x^TS\tilde x=x^TSx\), and \(U\) is unchanged. The transformed orbitals are

\[
c(\tilde x)R=c_0R\cos(\mathrm{diag}\,u)+xR\,O\operatorname{sinc}(\mathrm{diag}\,u) .
\]

In columns \(i\) and \(j\) the cosine vanishes. These two columns are merely rotated into each other, while the others do not change. The span is the same for every rotation angle, although \(x\) varies continuously.

For equal eigenvalues strictly between 0 and \(\pi/2\) this argument fails, because both \(c_0\) and \(x\) contribute to the two columns, and the contribution of \(c_0\) does not rotate with that of \(x\).

The numerical check counts the independent changes of the subspace for \(n=7\), \(m=2\), where \(m(n-m)=10\). It finds 10 at angles 0.7 and 1.2, and 9 when both angles are \(\pi/2\). One direction of change in the subspace is then missing to first order. The energy could have a slope in that missing direction while its gradient with respect to \(x\) vanishes. The equivalence between stationary \(x\) and stationary subspaces is therefore claimed only for eigenvalues below \(\pi/2\). If an angle approaches this limit, the current orbitals can be taken as a new \(c_0\), and \(x\) restarted from zero.

### (d) How do the matrix functions change?

*Let \(F(W)=\sum_k\alpha_kW^k\) be a power series that converges for all \(W\). Find its first-order change \(dF\) when \(W\) changes by a symmetric \(dW\) that need not commute with \(W\). Apply the result to \(\cos U\) and \(\operatorname{sinc}U\) in a form that remains accurate for equal or nearly equal eigenvalues.*

**Solution.** For one power, the product rule with the order of factors retained is

\[
d(W^k)=\sum_{l=0}^{k-1}W^l\,dW\,W^{k-1-l} .
\]

Write \(W=R\,\mathrm{diag}(w)R^T\) and \(B=R^TdW\,R\). In this eigenbasis, the \(ij\) element of the change is

\[
B_{ij}\sum_{l=0}^{k-1}w_i^lw_j^{k-1-l}
=B_{ij}\,\frac{w_i^k-w_j^k}{w_i-w_j} .
\]

The equality is the finite geometric sum. For \(w_i=w_j\), the sum is \(kw_i^{k-1}\), which is the limit of the quotient. Adding the powers with their coefficients gives

\[
dF=R\,(D\circ B)\,R^T,\qquad
D_{ij}=\frac{F(w_i)-F(w_j)}{w_i-w_j} ,
\]

where \(\circ\) denotes multiplication element by element, and \(D_{ij}=F'(w_i)\) for equal eigenvalues.

Now put \(w_i=u_i^2\), and define

\[
p=\frac{u_i+u_j}{2},\qquad q=\frac{u_i-u_j}{2} .
\]

Then \(u_i^2-u_j^2=4pq\) and \(\cos u_i-\cos u_j=-2\sin p\sin q\). The divided difference belonging to \(\cos U\) is

\[
D^f_{ij}=\frac{-2\sin p\sin q}{4pq}
=-\frac12\operatorname{sinc}p\,\operatorname{sinc}q .
\]

For the other function use \(\operatorname{sinc}u=\int_0^1\cos(ut)\,dt\). The same identity, with both angles multiplied by \(t\), gives

\[
D^g_{ij}=\int_0^1\frac{-2\sin(pt)\sin(qt)}{4pq}\,dt
=-\frac12\int_0^1t^2\operatorname{sinc}(pt)\operatorname{sinc}(qt)\,dt .
\]

With \(\operatorname{sinc}0=1\), both expressions hold for equal angles too, and neither subtracts nearly equal function values. At \(u_i=u_j=0\) they give \(-1/2\) and \(-1/6\), the coefficients of \(w\) in the two power series. The integral is smooth and can be evaluated by a short Gauss–Legendre rule when the angles are moderate.

The gain is visible for two angles near 0.9 that differ by \(10^{-10}\). The direct quotient for \(D^f\) has a relative error of \(3\times10^{-7}\), measured against high-precision arithmetic. The numerator subtracts two nearly equal cosines, whose rounding errors of order \(10^{-16}\) are compared with a difference of order \(10^{-10}\). The denominator is exposed to the same kind of cancellation, although for these particular angles its error is much smaller. The product formula and the integral have relative errors of at most about \(2\times10^{-16}\).

## Second half: the gradient and the minimization

The first half established the following. The reference satisfies \(c_0^TSc_0=1\), admissible variables satisfy \(x^TSc_0=0\), and

\[
c(x)=c_0\cos U+x\operatorname{sinc}U,\qquad U^2=W=x^TSx .
\]

Here \(S\) is the overlap matrix and \(\operatorname{sinc}U=U^{-1}\sin U\). With \(W=R\,\mathrm{diag}(u^2)R^T\), the changes of the two matrix functions are

\[
d\cos U=R(D^f\circ B)R^T,\quad
d\operatorname{sinc}U=R(D^g\circ B)R^T,\quad B=R^TdW\,R .
\]

The matrices \(D^f\) and \(D^g\) are the symmetric divided differences found in part (d). While all eigenvalues of \(U\) are below \(\pi/2\), \(x\) and the occupied subspace determine each other smoothly.

### (e) The derivative of the energy

*Let \(G_{\mu i}=\partial E/\partial c_{\mu i}\) be known. Find the matrix \(g\) for which \(dE=\mathrm{tr}(g^Tdx)\). Check the answer for one orbital.*

We now have a closed formula for orthonormal orbitals in terms of a linearly constrained \(x\), a one-to-one correspondence between \(x\) and the occupied subspace for angles below \(\pi/2\), and accurate first-order changes of the matrix functions. What remains is to derive the energy gradient asked for in (e), build steps that keep the constraint, and apply the method to Hartree–Fock theory and a numerical model.
